**Logarithmic soft-photon term from late Coulomb forces**

The program tests the classical coefficient B of ln(ω) in e·J, where J is the current transform at photon frequency ω, e is a spatial polarization vector and iA/ω is the leading pole. Charges are q, masses m, and κ = q²/(4πm); lengths are in units of L. It asserts that the force law and the momentum gradient of the Coulomb phase agree with numerical derivatives, and that the small-frequency expansion of the key integral holds. For a neutral parent decaying into ±q, it solves the retarded equations of motion without self-force and asserts the momentum tail, the pole, the logarithmic slope, the late wave tail and the closed ratio B/A = −κ/(4γ⁵v³), with v the final speed and γ its Lorentz factor. The measured slope tends to −0.0482 L per unit charge, the value given by the formula. For scattering off a heavy like charge, formula and simulation both give 0.222 L, with incoming and outgoing parts adding. Screening the force at 5 L reduces that slope to about 6×10⁻⁹ L. The further logarithm of the one-loop quantum factor is not tested.

## Verification by program

```python
"""
Result under test: Coulomb forces between receding charges add to the classical
soft photon current J(k) a term B*ln(omega), where for spatial polarization e
  B = -1/(4 pi) sum_{a, b != a} qa^2 qb ma^2 mb^2
      * [e.pb - e.pa (pb.k)/(pa.k)] / [(pa.pb)^2 - ma^2 mb^2]^(3/2).
Symbols: q charge (Heaviside-Lorentz), m mass, p four-momentum, k = omega(1, n),
c = 1, metric (+,-,-,-).  The pole of e.J is i*A/omega.
Lengths and times are in units of L, frequencies in 1/L, masses in m.
kappa = q^2/(4 pi m).  Self-forces are left out of the simulated motion.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import simpson, solve_ivp
from scipy.interpolate import CubicSpline

METRIC = np.diag([1.0, -1.0, -1.0, -1.0])


def dot(a, b):
    return a @ METRIC @ b


def four_velocity(v):
    v = np.asarray(v, float)
    return np.concatenate(([1.0], v)) / math.sqrt(1 - v @ v)


def log_coefficient(charges, masses, velocities, n, e):
    """Coefficient B of ln(omega) in e.J from the derived formula."""
    k = np.concatenate(([1.0], n))
    p = [m * four_velocity(v) for m, v in zip(masses, velocities)]
    total = 0.0
    for a in range(len(p)):
        for b in range(len(p)):
            if a != b:
                mm = (masses[a] * masses[b])**2
                size = (dot(p[a], p[b])**2 - mm)**1.5
                bracket = (e @ p[b][1:]
                           - e @ p[a][1:] * dot(p[b], k) / dot(p[a], k))
                total -= (charges[a]**2 * charges[b] * mm * bracket
                          / (4 * math.pi * size))
    return total


def leg_integral(omega, s, t, dtds, x, v, a, n, e, direction):
    """Integral of exp(i phase) d[e.v/(1-n.v)] over one leg of a trajectory."""
    doppler = 1 - v @ n
    phase = omega * (t - x @ n)
    rate = (a @ e) / doppler + (v @ e) * (a @ n) / doppler**2
    count = np.count_nonzero(np.abs(phase) < 200)
    wave = np.exp(1j * phase[:count])
    body = simpson(wave * rate[:count] * np.abs(dtds[:count]), x=s[:count])
    j = count - 1
    # leading asymptotic remainder beyond the cut in phase
    rest = direction * 1j * wave[j] * rate[j] / (omega * doppler[j])
    return body + rest


# ---- force between receding charges, from the retarded potential ----
def retarded_potential(x, q, u):
    ux = dot(u, x)
    tau = ux - math.sqrt(ux**2 - dot(x, x))
    return q * u / (4 * math.pi * dot(u, x - u * tau))


qa, qb, ma, mb = 1.3, -0.7, 1.5, 2.2
ua = four_velocity([0.3, 0.5, -0.1])
ub = four_velocity([-0.4, 0.2, 0.3])
step = 1e-4
grad = np.zeros((4, 4))
for mu in range(4):
    d = np.zeros(4)
    d[mu] = step
    grad[mu] = (retarded_potential(ua + d, qb, ub)
                - retarded_potential(ua - d, qb, ub)) / (2 * step)
grad = METRIC @ grad
field = grad - grad.T
force_numeric = qa * field @ METRIC @ ua
gab = dot(ua, ub)
force_formula = (qa * qb / (4 * math.pi)
                 * (gab * ua - ub) / (gab**2 - 1)**1.5)
force_error = (np.max(np.abs(force_numeric - force_formula))
               / np.max(np.abs(force_formula)))
assert force_error < 1e-5


# ---- the same vector as momentum gradient of the Coulomb phase ----
def phase_function(pa, pb):
    s = dot(pa, pb)
    root = math.sqrt(s**2 - dot(pa, pa) * dot(pb, pb))
    return qa * qb / (4 * math.pi) * s / root


phase_gradient = np.zeros(4)
for mu in range(4):
    d = np.zeros(4)
    d[mu] = step
    phase_gradient[mu] = (phase_function(ma * ua + d, mb * ub)
                          - phase_function(ma * ua - d, mb * ub)) / (2 * step)
phase_gradient = METRIC @ phase_gradient
phase_error = (np.max(np.abs(ma * phase_gradient - force_numeric))
               / np.max(np.abs(force_numeric)))
assert phase_error < 1e-5

# ---- small-frequency form of the integral of exp(i a tau)/tau^2 from 1 ----
small = 1e-4
integral = complex(mp.expint(2, mp.mpc(0, -small)))
expansion = 1 + 1j * small * (1 - float(mp.euler) - math.log(small)
                              + 0.5j * math.pi)
assert abs(integral - expansion) < 1e-8

# ---- neutral parent -> +q and -q: retarded equations of motion ----
kappa, v_start, x_start = 0.1, 0.6, 1.0
q = math.sqrt(4 * math.pi * kappa)
t_start = x_start / v_start
h = 0.01
n_steps = int(math.log(1e8 / t_start) / h)
ts, xs, vs, accs, ps = [], [], [], [], []


def past(time):
    """Position and speed at an earlier time; free motion before t_start."""
    if time <= t_start:
        return v_start * time, v_start
    s = math.log(time / t_start) / h
    i = min(int(s), len(ts) - 2)
    f = s - i
    h00, h10 = (1 + 2 * f) * (1 - f)**2, f * (1 - f)**2
    h01, h11 = f * f * (3 - 2 * f), f * f * (f - 1)
    x = (h00 * xs[i] + h01 * xs[i + 1]
         + h * (h10 * ts[i] * vs[i] + h11 * ts[i + 1] * vs[i + 1]))
    v = (h00 * vs[i] + h01 * vs[i + 1]
         + h * (h10 * ts[i] * accs[i] + h11 * ts[i + 1] * accs[i + 1]))
    return x, v


def pair_force(t, x):
    """Lienard-Wiechert force of the partner, which recedes on the same line."""
    tr = t * (1 - v_start) / (1 + v_start)
    for _ in range(6):
        xr, vr = past(tr)
        tr += (t - tr - x - xr) / (1 + vr)
    xr, vr = past(tr)
    return -kappa / (x + xr)**2 * (1 - vr) / (1 + vr)


def slope(s, x, p):
    t = t_start * math.exp(s)
    return t * p / math.sqrt(1 + p * p), t * pair_force(t, x)


x, p = x_start, v_start / math.sqrt(1 - v_start**2)
for i in range(n_steps + 1):
    s = i * h
    t = t_start * math.exp(s)
    energy = math.sqrt(1 + p * p)
    ts.append(t)
    xs.append(x)
    ps.append(p)
    vs.append(p / energy)
    accs.append(pair_force(t, x) / energy**3)
    a1, b1 = slope(s, x, p)
    a2, b2 = slope(s + h / 2, x + h * a1 / 2, p + h * b1 / 2)
    a3, b3 = slope(s + h / 2, x + h * a2 / 2, p + h * b2 / 2)
    a4, b4 = slope(s + h, x + h * a3, p + h * b3)
    x += h * (a1 + 2 * a2 + 2 * a3 + a4) / 6
    p += h * (b1 + 2 * b2 + 2 * b3 + b4) / 6

v_end = vs[-1]
gamma = 1 / math.sqrt(1 - v_end**2)
i_tail = int(np.searchsorted(ts, 1e4))
tail_numeric = ts[i_tail] * (ps[-1] - ps[i_tail])
tail_formula = -kappa / (4 * gamma**2 * v_end**2)
assert abs(tail_numeric / tail_formula - 1) < 2e-3

# ---- radiation of the pair ----
theta = math.pi / 3
n = np.array([math.sin(theta), 0.0, math.cos(theta)])
e = np.array([-math.cos(theta), 0.0, math.sin(theta)])
z = np.array([0.0, 0.0, 1.0])
s_nodes = h * np.arange(n_steps + 1)
t_nodes = np.array(ts)
s_fine = np.linspace(0, s_nodes[-1], 80001)
t_fine = t_start * np.exp(s_fine)
x_fine = t_fine * CubicSpline(s_nodes, np.array(xs) / t_nodes)(s_fine)
v_fine = CubicSpline(s_nodes, vs)(s_fine)
a_fine = CubicSpline(s_nodes, np.array(accs) * t_nodes**2)(s_fine) / t_fine**2


def pair_current(omega):
    total = 0j
    for sign in (1, -1):
        axis = sign * z
        created = v_start * (e @ axis) / (1 - v_start * (n @ axis))
        total += sign * q * (created + leg_integral(
            omega, s_fine, t_fine, t_fine, np.outer(x_fine, axis),
            np.outer(v_fine, axis), np.outer(a_fine, axis), n, e, 1))
    return 1j * total / omega


B = log_coefficient([q, -q], [1, 1], [v_end * z, -v_end * z], n, e)
A = sum(sg * q * v_end * (e @ (sg * z)) / (1 - v_end * (n @ (sg * z)))
        for sg in (1, -1))
ratio_closed = -kappa / (4 * gamma**5 * v_end**3)
assert abs(B / A / ratio_closed - 1) < 1e-9
omegas = [1e-1, 1e-2, 1e-3, 1e-4, 1e-5]
currents = [pair_current(w) for w in omegas]
slopes = [(currents[i + 1].real - currents[i].real)
          / math.log(omegas[i + 1] / omegas[i]) for i in range(4)]
assert abs(slopes[-1] / B - 1) < 5e-3
assert abs(currents[-1].imag * omegas[-1] / A - 1) < 1e-3

# ---- late-time tail of the wave at retarded time u ----
u_late = 1e4
wave_late = 0.0
for sign in (1, -1):
    c = sign * (n @ z)
    u_grid = t_fine - c * x_fine
    wave_grid = q * (e @ z) * v_fine / (1 - c * v_fine)
    wave_late += np.interp(u_late, u_grid, wave_grid)
wave_tail = u_late * (A - wave_late)
assert abs(wave_tail / B - 1) < 2e-3


# ---- scattering off a heavy charge: incoming and outgoing legs ----
def orbit_slope(strength, screening):
    """Measured ln(omega) slope of Re e.J / q and the end velocity."""
    def rhs(s, y):
        r = math.hypot(y[1], y[2])
        en = math.sqrt(1 + y[3]**2 + y[4]**2)
        f = strength * math.exp(-r / screening) / r**2
        return [r, r * y[3] / en, r * y[4] / en, f * y[1], f * y[2]]

    s = np.linspace(0, 30, 80001)
    p0 = 0.6 / math.sqrt(1 - 0.36)
    sol = solve_ivp(rhs, (0, 30), [0, 1, 0, 0, p0], method="DOP853",
                    t_eval=s, rtol=1e-10, atol=1e-12)
    t, pos, mom = sol.y[0], sol.y[1:3].T, sol.y[3:5].T
    r = np.hypot(pos[:, 0], pos[:, 1])
    en = np.sqrt(1 + np.sum(mom**2, axis=1))
    v = mom / en[:, None]
    f = (strength * np.exp(-r / screening) / r**3)[:, None] * pos
    acc = (f - v * np.sum(v * f, axis=1)[:, None]) / en[:, None]
    mirror = np.array([1.0, -1.0])
    real = []
    for w in (1e-4, 1e-5):
        out = leg_integral(w, s, t, r, pos, v, acc, n2, e2, 1)
        inc = leg_integral(w, s, -t, r, pos * mirror, -v * mirror,
                           acc * mirror, n2, e2, -1)
        real.append((1j * (out + inc) / w).real)
    return (real[1] - real[0]) / math.log(0.1), v[-1]


angle = 0.4
n2 = np.array([math.cos(angle), math.sin(angle)])
e2 = np.array([-math.sin(angle), math.cos(angle)])
orbit_measured, v_out = orbit_slope(0.1, math.inf)
v_in = np.array([-v_out[0], v_out[1]])
n3, e3 = np.append(n2, 0.0), np.append(e2, 0.0)
heavy = 1e6
orbit_parts = [log_coefficient([q, q], [1, heavy],
                               [np.append(vel, 0.0), np.zeros(3)], n3, e3) / q
               for vel in (v_in, v_out)]
orbit_formula = sum(orbit_parts)
assert abs(orbit_measured - orbit_formula) < 5e-3 * max(map(abs, orbit_parts))
screened, _ = orbit_slope(0.1, 5.0)
assert abs(screened) < 1e-2 * abs(orbit_formula)

print("DECAY OF A NEUTRAL PARENT INTO +q AND -q")
print(f"kappa = q^2/(4 pi m)                  {kappa:.3f} L")
print(f"initial speed                         {v_start:.3f} c")
print(f"distance where force is switched on   {x_start:.3f} L")
print(f"photon angle to the decay axis        {math.degrees(theta):.1f} deg")
print(f"final speed v                         {v_end:.6f} c")
print(f"final Lorentz factor                  {gamma:.6f}")
print(f"t*(p_final - p(t)), simulated         {tail_numeric:.6f} m c L")
print(f"t*(p_final - p(t)), formula           {tail_formula:.6f} m c L")
print(f"pole coefficient A/q                  {A/q:.6f}")
print(f"log coefficient B/q, formula          {B/q:.6f} L")
print(f"B/A = -kappa/(4 gamma^5 v^3)          {ratio_closed:.6f} L")
for i in range(4):
    print(f"slope of Re(e.J)/q, omega {omegas[i]:.0e} to {omegas[i+1]:.0e} 1/L"
          f"   {slopes[i]/q:.6f} L")
print(f"u*(final wave - wave)/q at u = 1e4 L  {wave_tail/q:.6f} L")
w_example = omegas[2]
print(f"at omega = {w_example:.0e} 1/L: pole A/(q omega)     "
      f"{A/q/w_example:.3f} L")
print(f"at omega = {w_example:.0e} 1/L: B ln(omega L)/q      "
      f"{B/q*math.log(w_example):.5f} L")
print(f"at omega = {w_example:.0e} 1/L: |log term/pole|      "
      f"{abs(B*math.log(w_example)*w_example/A):.3e}")
print("SCATTERING OFF A HEAVY LIKE CHARGE")
print(f"asymptotic speed                      {np.hypot(*v_out):.6f} c")
print(f"incoming part of B/q, formula         {orbit_parts[0]:.6f} L")
print(f"outgoing part of B/q, formula         {orbit_parts[1]:.6f} L")
print(f"total B/q, formula                    {orbit_formula:.6f} L")
print(f"slope of Re(e.J)/q, simulated         {orbit_measured:.6f} L")
print(f"same slope, force screened at 5 L     {screened:.2e} L")
print("GENERAL CHECKS")
print(f"force law, relative deviation         {force_error:.1e}")
print(f"phase gradient, relative deviation    {phase_error:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
DECAY OF A NEUTRAL PARENT INTO +q AND -q
kappa = q^2/(4 pi m)                  0.100 L
initial speed                         0.600 c
distance where force is switched on   1.000 L
photon angle to the decay axis        60.0 deg
final speed v                         0.585913 c
final Lorentz factor                  1.233998
t*(p_final - p(t)), simulated         -0.047816 m c L
t*(p_final - p(t)), formula           -0.047824 m c L
pole coefficient A/q                  1.110105
log coefficient B/q, formula          -0.048220 L
B/A = -kappa/(4 gamma^5 v^3)          -0.043438 L
slope of Re(e.J)/q, omega 1e-01 to 1e-02 1/L   -0.047391 L
slope of Re(e.J)/q, omega 1e-02 to 1e-03 1/L   -0.048108 L
slope of Re(e.J)/q, omega 1e-03 to 1e-04 1/L   -0.048206 L
slope of Re(e.J)/q, omega 1e-04 to 1e-05 1/L   -0.048219 L
u*(final wave - wave)/q at u = 1e4 L  -0.048212 L
at omega = 1e-03 1/L: pole A/(q omega)     1110.105 L
at omega = 1e-03 1/L: B ln(omega L)/q      0.33309 L
at omega = 1e-03 1/L: |log term/pole|      3.001e-04
SCATTERING OFF A HEAVY LIKE CHARGE
asymptotic speed                      0.671791 c
incoming part of B/q, formula         0.102691 L
outgoing part of B/q, formula         0.119370 L
total B/q, formula                    0.222061 L
slope of Re(e.J)/q, simulated         0.222077 L
same slope, force screened at 5 L     5.95e-09 L
GENERAL CHECKS
force law, relative deviation         5.9e-09
phase gradient, relative deviation    4.2e-09
ALL CHECKS PASSED
```
